# Flux of a Uniform Component in a Ternary Alloy without Vacancy Sinks, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem and its proof

**Theorem.** Let an ideal ternary alloy diffuse by exchange of atoms with vacancies, let the vacancies be neither created nor destroyed, let them have settled at the current composition, and let correlations between successive jumps be neglected. Where component $k$ has no concentration gradient, its flux is, to leading order in the small vacancy fraction,

$$J_k=\frac{D_k}{\bar D}\,J_k^{\rm Darken},\qquad J_k^{\rm Darken}=c_k\sum_j D_j\nabla c_j,\qquad \bar D=\sum_j c_jD_j. \tag{1}$$

Here $c_j$ is the fraction of lattice sites occupied by component $j=A,B,C$, and $D_j$ is its own diffusivity at the local vacancy fraction. Fluxes are divided by the number of sites per volume, so that they have the dimension of a velocity.

A slow component ($D_k<\bar D$) therefore moves less than Darken's formula says, and a fast one moves more. The direction is the same in both cases.

**Assumptions.**

1. The lattice is fcc with lattice parameter $a$. An atom of kind $i$ exchanges with a vacancy on a given neighbouring site at the rate $w_i$. This rate depends on the kind of atom alone, and it is the same for the reverse exchange. No arrangement of atoms is then favoured in energy, which is what "ideal" means here.
2. The probability of finding an atom $i$ on one site and a vacancy on the next is taken as the product $c_ic_v$, where $c_v$ is the vacancy fraction. This is the mean-field approximation, and it is the step that drops correlations.
3. Vacancies are dilute, $c_v\ll1$, so that $\sum_ic_i=1-c_v\approx1$.
4. Composition varies along one direction $x$, slowly on the scale of $a$. The specimen is periodic or has closed ends, and no site inside it creates or absorbs vacancies.
5. The vacancies have had time to settle, while the composition has hardly changed. Lemma 3 shows that such a time window exists.

The derivative along $x$ is written $\nabla$.

### The flux law

**Lemma 1.** In the frame of the lattice,

$$J_i=-a^2w_i\left(c_v\nabla c_i-c_i\nabla c_v\right). \tag{2}$$

*Proof.* Consider neighbouring (100) planes, which are $a/2$ apart. Each site has four nearest neighbours in the next plane. An atom moves forward if it sits in plane $n$ and a vacancy sits opposite in plane $n+1$. It moves back in the mirrored situation. The net forward rate per site of the plane is

$$4w_i\left[c_i(n)\,c_v(n+1)-c_v(n)\,c_i(n+1)\right].$$

Expand about the midpoint between the planes, which lies $a/4$ from each:

$$\left(c_i-\tfrac a4\nabla c_i\right)\left(c_v+\tfrac a4\nabla c_v\right)-\left(c_v-\tfrac a4\nabla c_v\right)\left(c_i+\tfrac a4\nabla c_i\right)=\tfrac a2\left(c_i\nabla c_v-c_v\nabla c_i\right).$$

The terms $c_ic_v$ cancel, and so do the products of two gradients. The whole bracket is odd in the distance $a/4$, so the next correction is of third order.

An fcc crystal has $4/a^3$ sites per volume. A (100) plane represents a slab of thickness $a/2$ and so has $2/a^2$ sites per area. Converting from "per site of the plane" to "per area, divided by site density" multiplies by $(2/a^2)/(4/a^3)=a/2$. The prefactor is $4w_i\cdot\frac a2\cdot\frac a2=a^2w_i$, which gives (2). ∎

With uniform vacancies, (2) becomes $J_i=-D_i\nabla c_i$ with

$$D_i=a^2w_ic_v. \tag{3}$$

This is the component's own diffusivity. The second term in (2) says that atoms also drift towards places with more vacancies, even when their own concentration is uniform. Dividing (2) by $c_iD_i$ gives the equivalent form

$$J_i=-c_iD_i\nabla\ln\frac{c_i}{c_v}. \tag{4}$$

### Darken's value

**Lemma 2.** If sources and sinks hold $c_v$ uniform, the flux in the frame in which the total number of atoms crossing a plane is zero is

$$\tilde J_i=-D_i\nabla c_i+c_i\sum_jD_j\nabla c_j. \tag{5}$$

*Proof.* With $\nabla c_v=0$ the lattice-frame fluxes are $J_i=-D_i\nabla c_i$. Their sum is in general not zero, since the components have different diffusivities. The sinks compensate by removing lattice planes on one side and adding them on the other, and the lattice between them moves. Let its velocity in the number-fixed frame be $v$. Each component then gains a flux $c_iv$, and the condition of no net flux reads $\sum_jJ_j+v\sum_jc_j=0$. Since $\sum_jc_j\approx1$, this gives $v=-\sum_jJ_j=\sum_jD_j\nabla c_j$. Adding $c_iv$ to $J_i$ gives (5). ∎

For $\nabla c_k=0$, (5) reduces to the Darken value in (1). In this case the uniform component doesn't diffuse relative to the lattice. It is carried along by the moving lattice.

### What the vacancies do when there are no sinks

An exchange conserves sites, so a vacancy moves one way whenever an atom moves the other. Hence $J_v=-\sum_iJ_i$. Define the composition-averaged exchange rate

$$W=\sum_iw_ic_i,\qquad\text{so that}\qquad \bar D=a^2Wc_v. \tag{6}$$

Summing (2) over components gives

$$J_v=a^2\left(c_v\nabla W-W\nabla c_v\right)=-a^2W^2\,\nabla\!\left(\frac{c_v}{W}\right). \tag{7}$$

The last step is the quotient rule, $\nabla(c_v/W)=(W\nabla c_v-c_v\nabla W)/W^2$.

**Lemma 3.** At fixed composition, conserved vacancies relax to

$$c_v=c_{v0}\,\frac{W}{\langle W\rangle}, \tag{8}$$

where $c_{v0}$ is the mean vacancy fraction and $\langle\;\rangle$ is the average over the specimen. In this state $J_v=0$.

*Proof.* Put $u=c_v/W$. Conservation, $\partial_tc_v=-\nabla J_v$, becomes $W\partial_tu=a^2\nabla(W^2\nabla u)$. The integral $\int Wu\,dx$ is the number of vacancies and is constant, so the weighted mean $\bar u=\int Wu\,dx/\int W\,dx=c_{v0}/\langle W\rangle$ is constant too. Measure the departure from it by $V=\int W(u-\bar u)^2dx$. Then

$$\frac{dV}{dt}=2\int(u-\bar u)\,a^2\nabla\!\left(W^2\nabla u\right)dx=-2a^2\int W^2(\nabla u)^2dx .$$

This is an integration by parts. The boundary term vanishes because of periodicity, or because $J_v=0$ at a closed end.

To bound the right side, let $q_1$ be the smallest non-zero wavenumber that fits the specimen: $2\pi/L$ for period $L$, or $\pi/L$ for closed ends a distance $L$ apart. Expanding $u$ in the corresponding Fourier series shows that $\int(\nabla u)^2dx\ge q_1^2\int(u-\langle u\rangle)^2dx$, since each term of the series gains at least a factor $q_1^2$. Further,

$$\int(u-\langle u\rangle)^2dx\;\ge\;\frac1{W_{\max}}\int W(u-\langle u\rangle)^2dx\;\ge\;\frac V{W_{\max}},$$

because the weighted mean $\bar u$ is the constant that makes the weighted square smallest. Together,

$$\frac{dV}{dt}\le-2\gamma V,\qquad \gamma=a^2q_1^2\,\frac{W_{\min}^2}{W_{\max}} .$$

So $V$ decays at least as fast as $e^{-2\gamma t}$, $u$ tends to the constant $c_{v0}/\langle W\rangle$, and (7) gives $J_v=0$. ∎

**The time window.** Vacancies relax at a rate of order $a^2Wq_1^2$. If the $D_i$ are of similar size, composition changes at a rate of order $\bar Dq_1^2=a^2Wc_vq_1^2$, which is smaller by the factor $c_v$. A dilute fast component can change faster than this. In a nearly uniform alloy, a composition wave of wavenumber $q$ changes no faster than $D_{\max}q^2$, where $D_{\max}$ is the largest $D_i$. For the longest wave, $q=q_1$, a window is therefore assured if $c_vw_{\max}\ll W$, with $w_{\max}$ the largest exchange rate. For a shorter wave, $c_vw_{\max}q^2\ll Wq_1^2$ is sufficient. The composition does change slowly, and the profile (8) has to follow it, which needs a small vacancy flux. Its size follows from (8). The averages $\langle c_i\rangle$ are conserved, so $\langle W\rangle$ is constant, and

$$\partial_tc_v=\frac{c_{v0}}{\langle W\rangle}\sum_iw_i\,\partial_tc_i=-\nabla\left(\frac{c_{v0}}{\langle W\rangle}\sum_iw_iJ_i\right).$$

Comparison with $\partial_tc_v=-\nabla J_v$, integrated from a closed end where all fluxes vanish, gives

$$J_v=\frac{c_{v0}}{\langle W\rangle}\sum_iw_iJ_i . \tag{9}$$

In a periodic specimen a constant of the same order is added, so that $\int J_vW^{-2}dx=0$, as (7) demands of a periodic $c_v/W$. The residual vacancy flux is thus smaller than the atomic fluxes by a factor of order $c_{v0}$, unless the rates $w_i$ differ enormously. It is neglected.

### Proof of the theorem

Setting $J_v=0$ in (7) gives $\nabla c_v/c_v=\nabla W/W$. Multiply numerator and denominator on the right by $a^2c_v$, and use (3) and (6):

$$\frac{\nabla c_v}{c_v}=\frac{\sum_ja^2w_jc_v\nabla c_j}{a^2Wc_v}=\frac{\sum_jD_j\nabla c_j}{\bar D}. \tag{10}$$

Rewrite (2) as $J_i=-D_i\nabla c_i+c_iD_i\,\nabla c_v/c_v$ and insert (10):

$$J_i=-D_i\nabla c_i+\frac{D_i}{\bar D}\,c_i\sum_jD_j\nabla c_j. \tag{11}$$

The sum over $i$ is $-\sum_iD_i\nabla c_i+\sum_jD_j\nabla c_j=0$, as it must be. The lattice frame is therefore also the number-fixed frame, and (11) may be compared directly with (5). For $\nabla c_k=0$ the first term is absent, and what remains is (1). ∎

### Remarks

**What is being compared.** Equation (1) is local. It compares the blocked alloy with an alloy whose uniform vacancy fraction equals the *local* $c_v$. One may instead compare with an alloy held everywhere at the original $c_{v0}$. From (2) with $\nabla c_k=0$ and (8),

$$J_k=a^2w_kc_k\nabla c_v=a^2w_kc_k\,\frac{c_{v0}}{\langle W\rangle}\nabla W,$$

while Darken's value at $c_{v0}$ is $a^2c_{v0}c_k\nabla W$. The ratio is now

$$\frac{J_k}{J_k^{\rm Darken}(c_{v0})}=\frac{w_k}{\langle W\rangle}, \tag{12}$$

the same at every point. The two ratios agree where $W=\langle W\rangle$.

**Mechanism.** The two fluxes share a formula but not a cause. With sinks, the lattice carries the uniform component. Without sinks the lattice stands still. Vacancies collect where fast atoms are plentiful, by (8), and the uniform component drifts up this vacancy gradient at a speed set by its own exchange rate.

**Limits.** If all $D_j$ are equal, then $\sum_jD_j\nabla c_j=D\nabla\sum_jc_j\approx0$, and both fluxes vanish. If $D_k\to0$, the blocked flux vanishes while Darken's doesn't, because an immobile atom can still ride on a moving lattice. If $D_k$ is very large, $\bar D\to c_kD_k$ and the ratio tends to $1/c_k$. This is also its upper bound, since $\bar D\ge c_kD_k$. Both statements belong to mean-field theory. When a dilute component is much faster than the rest, a vacancy can exchange with the same few atoms again and again, and the true ratio can then be very different.

**Uphill transport.** The flux soon makes component $C$ non-uniform. Separating the $\nabla c_C$ terms in (11) gives

$$J_C=\frac{D_C}{\bar D}\left[-(c_AD_A+c_BD_B)\nabla c_C+c_C\left(D_A\nabla c_A+D_B\nabla c_B\right)\right],$$

because $-D_C+c_CD_C^2/\bar D=-(D_C/\bar D)(\bar D-c_CD_C)$. Component $C$ keeps moving up its own gradient until the first term balances the second. No law of thermodynamics is broken. By (4), $-\sum_iJ_i\nabla\ln(c_i/c_v)=\sum_iJ_i^2/(c_iD_i)\ge0$, so the process as a whole produces entropy.

## Part II. Sinks, a worked example and the neglected effects

**Symbols and results from Part I.** $c_i$ and $c_v$ are the site fractions of component $i$ and of vacancies, $w_i$ is the exchange rate of an atom $i$ with a neighbouring vacancy, and $a$ is the fcc lattice parameter. $D_i=a^2w_ic_v$, $\bar D=\sum_ic_iD_i$ and $W=\sum_iw_ic_i$. Fluxes are divided by the site density. In the lattice frame

$$J_i=-c_iD_i\nabla\ln(c_i/c_v),\qquad J_v=a^2(c_v\nabla W-W\nabla c_v).$$

With conserved vacancies $J_v=0$ and $c_v\propto W$, and a uniform component $C$ has the flux $(D_C/\bar D)$ times Darken's value $c_C\sum_jD_j\nabla c_j$. Against an alloy held at the mean vacancy fraction, the ratio is $w_C/\langle W\rangle$.

### A test on the discrete lattice

The proof used a continuum expansion and a separation of time scales. Both can be tested by integrating the mean-field jump equations plane by plane, starting from uniform vacancies. The test case had 40 periodic planes, $c_{v0}=10^{-5}$, $c_C=0.6$, and $A$ and $B$ at $0.2\pm0.1$ in antiphase. Ratios were taken where Darken's flux exceeded a fifth of its maximum.

For $w_A:w_B:w_C=4:0.5:1$ the ratio of the flux of $C$ to the local Darken value ran from 0.544 to 0.849 across the specimen. It differed from $w_C/W$ by at most $1.4\times10^{-4}$ of itself. For $4:0.5:10$, where $C$ is the fastest component, the ratio ran from 1.381 to 1.524, with a largest relative difference of $3.0\times10^{-4}$. The vacancy profile agreed with $c_v\propto W$ to better than $10^{-5}$ in both cases.

### From no sinks to many sinks

In mean-field theory, a uniform component in an alloy without vacancy sinks has a flux $D_k/\bar D$ times Darken's local value, and a test on the discrete lattice agrees with this. What remains is the passage from no sinks to many, a worked example, and the effects neglected so far.

All numerical values are calculated from the stated model.
